\section*{Negative-U Oxygen Vacancies and the Unstable Singly Charged State}

\section{A charge state that is skipped}

In a model oxide with a gap of 3.0 eV, let the Fermi level lie 1.3 eV above the valence-band maximum. Forming an oxygen vacancy then costs 3.1 eV if the vacancy is neutral and 3.1 eV if it is doubly positive. The singly positive vacancy, which lies between them in charge, costs 3.3 eV. Moving the Fermi level does not help it: at 0.5 eV the doubly positive vacancy is cheapest, at 2.5 eV the neutral one is, and at no position is the singly positive one cheapest. Why is the middle charge state skipped, although electrons repel each other and should prefer to be spread over different vacancies?

The parameters are round model values and describe no particular material. Energies are in eV, the natural unit for defect levels.

\section{Formation energies and transition levels}

Let $V^q$ be an oxygen vacancy of charge $q=0,1,2$ in units of the elementary charge. To make it, one oxygen atom goes to a reservoir of chemical potential $\mu_{\rm O}$, and $q$ electrons go to an electron reservoir at the Fermi level. With the Fermi level $E_F$ measured from the valence-band maximum $E_{\rm VBM}$, each electron arrives at energy $E_{\rm VBM}+E_F$. The formation energy is therefore
\begin{equation}
F_q=E_{\rm tot}(V^q)-E_{\rm tot}({\rm host})+\mu_{\rm O}+q(E_{\rm VBM}+E_F)
\equiv A_q+qE_F .
\label{eq:F}
\end{equation}
The constant $A_q$ is the formation energy at $E_F=0$. Each $E_{\rm tot}(V^q)$ belongs to an isolated vacancy whose surroundings have relaxed for that charge.

A transition level is the Fermi level at which two charge states cost the same. Setting $F_2=F_1$ gives $A_2+2E_F=A_1+E_F$, and setting $F_1=F_0$ gives $A_1+E_F=A_0$. Hence
\begin{align}
\varepsilon_{21}&\equiv\varepsilon(2{+}/{+})=A_1-A_2, &
\varepsilon_{10}&\equiv\varepsilon({+}/0)=A_0-A_1 .
\label{eq:levels}
\end{align}
Similarly, $F_2=F_0$ gives $A_2+2E_F=A_0$, so that
\begin{equation}
\varepsilon_{20}\equiv\varepsilon(2{+}/0)=\frac{A_0-A_2}{2}
=\frac{(A_0-A_1)+(A_1-A_2)}{2}=\frac{\varepsilon_{10}+\varepsilon_{21}}{2}.
\label{eq:mid}
\end{equation}
The two-electron level is the midpoint of the one-electron levels.

The level $\varepsilon_{21}$ is the energy at which $V^{2+}$ takes up its first electron, and $\varepsilon_{10}$ the energy at which it takes up its second. The effective $U$ is the extra cost of the second:
\begin{equation}
U\equiv\varepsilon_{10}-\varepsilon_{21}=A_0+A_2-2A_1 .
\label{eq:U}
\end{equation}
Thus $U<0$ and $\varepsilon_{21}>\varepsilon_{10}$ are the same statement. What remains to be shown is its consequence for $V^+$.

\section{Why the inverted order removes $V^+$}

Compare $V^+$ with each competitor, using (\ref{eq:F}) and (\ref{eq:levels}):
\begin{align}
F_1-F_2&=A_1-A_2-E_F=\varepsilon_{21}-E_F, \label{eq:c2}\\
F_1-F_0&=A_1-A_0+E_F=E_F-\varepsilon_{10}. \label{eq:c0}
\end{align}
$V^+$ beats $V^{2+}$ if $E_F>\varepsilon_{21}$, and it beats $V^0$ if $E_F<\varepsilon_{10}$. Both conditions can hold together only if $\varepsilon_{21}<\varepsilon_{10}$, that is, if $U>0$. The window of stable $V^+$ is then $\varepsilon_{21}<E_F<\varepsilon_{10}$, and its width is $U$.

The amount by which $V^+$ lies above the better of its competitors is the larger of the two differences. Since the larger of two numbers is at least their average,
\begin{equation}
F_1-\min(F_0,F_2)=\max(\varepsilon_{21}-E_F,\;E_F-\varepsilon_{10})
\;\ge\;\frac{\varepsilon_{21}-\varepsilon_{10}}{2}=-\frac U2 .
\label{eq:excess}
\end{equation}
Equality requires the two differences to be equal, which happens at $E_F=(\varepsilon_{21}+\varepsilon_{10})/2=\varepsilon_{20}$. For $U<0$ the right-hand side is $|U|/2>0$, so $V^+$ is never the lowest state, and even at its most favourable Fermi level it lies $|U|/2$ too high. For $U=0$ all three states are degenerate at one Fermi level and there is no window.

The same fact can be put as a reaction between two distant vacancies,
\begin{equation}
2V^+\longrightarrow V^0+V^{2+},\qquad
\Delta E=F_0+F_2-2F_1=A_0+A_2-2A_1=U .
\label{eq:disp}
\end{equation}
The terms in $E_F$ cancel because $0+2-2\cdot1=0$: the electron passes from one vacancy to the other and the reservoir is not involved. The oxygen chemical potential cancels too, since the number of vacancies does not change. Neither doping nor the oxygen pressure, acting through $E_F$ and $\mu_{\rm O}$, can therefore change the sign of $\Delta E$. For $U<0$ the reaction releases $|U|$.

\paragraph{Two conditions on the statement.} First, $E_F$ was allowed any value. If it is confined to the gap, $0<E_F<E_g$, a positive $U$ gives an accessible window only if also $\varepsilon_{21}<E_g$ and $\varepsilon_{10}>0$. A negative $U$ excludes $V^+$ without such a proviso. Second, only three charge states were compared. A further state, such as $V^-$, would add a competitor. It could narrow or remove the window at $U>0$, but it could not make $V^+$ lowest at $U<0$.

\section{The numbers of the example}

The formation energies at $E_F=0$ are $A_2=0.5$ eV, which is chosen, and $A_1=2.0$ eV and $A_0=3.1$ eV, which follow from the model of the next section. Then
\begin{align*}
\varepsilon_{21}&=2.0-0.5=1.5\ {\rm eV}, &
\varepsilon_{10}&=3.1-2.0=1.1\ {\rm eV},\\
\varepsilon_{20}&=(3.1-0.5)/2=1.3\ {\rm eV}, &
U&=1.1-1.5=-0.4\ {\rm eV}.
\end{align*}
In atomic units $U=-0.0147$ hartree. At $E_F=1.3$ eV, equation (\ref{eq:F}) gives $F_2=0.5+2.6=3.1$ eV, $F_1=2.0+1.3=3.3$ eV and $F_0=3.1$ eV. The excess of 0.2 eV is $|U|/2$.

As $E_F$ rises through 1.3 eV the stable state changes from $V^{2+}$ directly to $V^0$, and the number of electrons on the vacancy in its stable state rises by two. The one-electron levels are still crossings, but between states of which neither is the lowest. At $E_F=1.5$ eV, for instance, $V^{2+}$ and $V^+$ both cost 3.5 eV, while $V^0$ costs 3.1 eV.

\section{Where the attraction comes from}

\subsection{A level coupled to the lattice}

The argument so far takes $U$ as given. A simple model shows how it can be negative. Let the vacancy have one orbital holding $n=2-q$ electrons. The first electron has energy $e_0$, measured from the valence-band maximum, and two electrons repel with energy $U_{\rm el}>0$. The neighbouring ions move along one coordinate $Q$ with stiffness $K$, and each electron exerts a constant force $g$ on it. For clamped ions the energy is
\begin{equation}
W_n(Q)=ne_0+U_{\rm el}\frac{n(n-1)}2-ngQ+\tfrac12KQ^2 .
\end{equation}
The factor $n(n-1)/2$ is 0, 0, 1 for $n=0,1,2$. Introduce the dimensionless coordinate $x=KQ/g$ and the coupling energy $\lambda=g^2/K$. Then $gQ=g^2x/K=\lambda x$ and $KQ^2/2=g^2x^2/(2K)=\lambda x^2/2$. Completing the square with $-n\lambda x+\lambda x^2/2=\lambda(x-n)^2/2-\lambda n^2/2$ gives
\begin{equation}
W_n(x)=ne_0+U_{\rm el}\frac{n(n-1)}2-\frac{\lambda n^2}{2}+\frac\lambda2(x-n)^2 .
\label{eq:W}
\end{equation}
The ions come to rest at $x=n$, with relaxed energies
\begin{equation}
W_0=0,\qquad W_1=e_0-\frac\lambda2,\qquad W_2=2e_0+U_{\rm el}-2\lambda .
\label{eq:Wmin}
\end{equation}
These fix the formation energies up to a common constant, $A_{2-n}=A_2+W_n$, so (\ref{eq:levels}) becomes
\begin{align}
\varepsilon_{21}&=W_1-W_0=e_0-\frac\lambda2, &
\varepsilon_{10}&=W_2-W_1=e_0+U_{\rm el}-\frac{3\lambda}2 ,
\label{eq:modlev}
\end{align}
and their difference is
\begin{equation}
U=U_{\rm el}-\lambda .
\label{eq:Ueff}
\end{equation}
The relaxation energy grows as $n^2$, because both the force and the displacement it causes are proportional to $n$. Two electrons on one vacancy gain $2\lambda$, whereas two electrons on separate vacancies gain $2\times\lambda/2=\lambda$. Sharing one distortion is thus worth an extra $\lambda$, and $U$ is negative when this exceeds the repulsion.

For $e_0=2.1$, $U_{\rm el}=0.8$ and $\lambda=1.2$ eV, (\ref{eq:modlev}) gives $\varepsilon_{21}=2.1-0.6=1.5$ eV and $\varepsilon_{10}=2.9-1.8=1.1$ eV, the levels used above. With the other parameters fixed, $\lambda=0$, 0.4, 0.8 and 1.2 eV give $U=0.8$, 0.4, 0 and $-0.4$ eV.

\subsection{Frozen ions restore the normal order}

If the ions are held at a fixed $x$, the levels are vertical ones:
\begin{align}
W_1(x)-W_0(x)&=e_0-\lambda x, &
W_2(x)-W_1(x)&=e_0+U_{\rm el}-\lambda x .
\end{align}
Their difference is $U_{\rm el}>0$ for every $x$. In this model, therefore, relaxation alone inverts the order. At the geometry of $V^+$, $x=1$, the vertical levels are $2.1-1.2=0.9$ eV for $(2{+}/{+})$ and $2.9-1.2=1.7$ eV for $({+}/0)$.

Relaxation then moves them past each other. By (\ref{eq:W}), a state with $n=0$ or $n=2$ held at $x=1$ lies $\lambda/2=0.6$ eV above its own minimum. Relaxing $V^{2+}$ lowers the state without the electron and so raises the first level to $0.9+0.6=1.5$ eV. Relaxing $V^0$ lowers the state with the added electron and so lowers the second level to $1.7-0.6=1.1$ eV.

The same bookkeeping applies to reaction (\ref{eq:disp}). Moving an electron between two $V^+$ with all ions frozen costs $U_{\rm el}=0.8$ eV. The relaxation of both products returns $2\times0.6=1.2$ eV, and the balance is $-0.4$ eV. The instability of $V^+$ is thus one of energy balance and fixes no rate. How long $V^+$ survives depends on the path by which electrons and ions move, which is not treated here.

\subsection{Quantized ions}

Zero-point motion might be expected to shift $U$. Let the coordinate be an oscillator of quantum $\hbar\omega$ with ladder operators $b,b^\dagger$. For $n$ electrons its energy and its coupling are
\begin{equation}
h_n=\hbar\omega\left(b^\dagger b+\tfrac12\right)-nG(b+b^\dagger),\qquad
G^2=\tfrac12\lambda\hbar\omega .
\end{equation}
The value of $G$ follows from $Q=\sqrt{\hbar/(2M\omega)}\,(b+b^\dagger)$ and $K=M\omega^2$, with $M$ the oscillator mass: $G^2=g^2\hbar/(2M\omega)=\hbar\omega\,g^2/(2K)$. Define the shifted operator $d=b-nG/\hbar\omega$. It has the same commutator as $b$, and
\begin{equation}
\hbar\omega\,d^\dagger d=\hbar\omega\,b^\dagger b-nG(b+b^\dagger)+\frac{n^2G^2}{\hbar\omega}.
\end{equation}
Solving for the first two terms on the right and using $G^2/\hbar\omega=\lambda/2$,
\begin{equation}
h_n=\hbar\omega\left(d^\dagger d+\tfrac12\right)-\frac{\lambda n^2}2 .
\label{eq:hn}
\end{equation}
The relaxation energy is the classical one, and each charge state carries the same ladder of vibrational levels. The zero-point energy $\hbar\omega/2$ therefore cancels in $U$. Numerical diagonalization of the coupled problem with $\hbar\omega=0.05$ eV was tested against (\ref{eq:Ueff}) for the four couplings listed above, and the results are in the numerical output.

Equation (\ref{eq:Ueff}) rests on equal stiffness in all charge states. Let the stiffness instead be $K_n$ for $n$ electrons, with $g$ and $M$ unchanged. The frequency is then $\omega_n=\sqrt{K_n/M}$ and the relaxation energy $n^2g^2/(2K_n)$, so that
\begin{equation}
U=U_{\rm el}+\frac{g^2}{K_1}-\frac{2g^2}{K_2}+\frac\hbar2(\omega_0+\omega_2-2\omega_1).
\end{equation}
Both the relaxation and the zero-point energy can change $U$, and the first can matter far more. If in the example only $\omega_1$ is lowered, by 10 per cent, $g^2/K_1$ rises from 1.2 to $1.2/0.81=1.48$ eV, which shifts $U$ by $+0.28$ eV. The zero-point term adds only 0.005 eV. Equations (\ref{eq:U}) to (\ref{eq:disp}) hold in either case, since they do not depend on the model. The frozen-ion result does depend on equal stiffness: the vertical levels now differ by $U_{\rm el}+(K_0+K_2-2K_1)Q^2/2$, which need not be positive.

\section{How much $V^+$ remains at finite temperature}

At temperature $T$ a state that is not the lowest is still populated. Consider a fixed number of vacancies in equilibrium with electrons at $E_F$. The vibrational factors are equal by (\ref{eq:hn}). The electronic degeneracies are 1 for $V^0$ and $V^{2+}$, and 2 for $V^+$, whose single electron can have either spin. With $k$ the Boltzmann constant, the populations obey
\begin{equation}
N_0:N_+:N_{2+}=e^{-F_0/kT}:2e^{-F_1/kT}:e^{-F_2/kT}.
\end{equation}
Squaring the middle term and dividing by the product of the others gives
\begin{equation}
\frac{N_+^2}{N_0N_{2+}}=4\,e^{(F_0+F_2-2F_1)/kT}=4\,e^{U/kT},
\label{eq:mass}
\end{equation}
which is independent of $E_F$. This is the law of mass action for reaction (\ref{eq:disp}).

\subsection{The largest share}

Let $f=N_+/(N_0+N_++N_{2+})$. The arithmetic mean of two positive numbers is at least their geometric mean, so with (\ref{eq:mass})
\begin{equation}
\frac1f=1+\frac{N_0+N_{2+}}{N_+}\ge1+\frac{2\sqrt{N_0N_{2+}}}{N_+}
=1+e^{-U/2kT}.
\end{equation}
Equality holds for $N_0=N_{2+}$, which means $E_F=\varepsilon_{20}$ and a mean charge of $+1$. The largest share is
\begin{equation}
f_{\max}=\frac1{1+e^{-U/2kT}} .
\label{eq:f}
\end{equation}
As $T\to0$ it tends to 0 for $U<0$ and to 1 for $U>0$, which recovers the zero-temperature criterion. For $kT\gg|U|$ it tends to $1/2$, because two of the four electronic states of the orbital belong to $V^+$.

In the example at 300 K, $kT=0.02585$ eV and $|U|/2kT=0.2/0.02585=7.74$, which gives $f_{\max}=4.4\times10^{-4}$. At 600 K the exponent is halved and the share rises to about 2 per cent. Only $V^+$ has an unpaired electron in this model, so at 300 K fewer than one vacancy in two thousand carries a spin, wherever the Fermi level lies.

\subsection{A slightly negative $U$ is not enough}

When can $V^+$ be the most common charge state? It must satisfy $N_+>N_0$ and $N_+>N_{2+}$, hence $N_+^2>N_0N_{2+}$, and (\ref{eq:mass}) requires $4e^{U/kT}>1$. Conversely, if this holds, choose $E_F=\varepsilon_{20}$. There $N_0=N_{2+}$ and $N_+/N_0=2e^{U/2kT}>1$. So, provided the Fermi level can reach $\varepsilon_{20}$, $V^+$ can lead at some Fermi level if and only if
\begin{equation}
U>-2kT\ln2 .
\label{eq:limit}
\end{equation}
The spin entropy $k\ln2$ of each of the two $V^+$ in the reaction offsets a small energy gain. The limit belongs to the degeneracies 1, 2, 1 and to equal vibrational factors; an additional twofold orbital degeneracy of $V^+$, for instance, would double it. At 300 K the limit is $-0.036$ eV. For $U=-0.03$ eV and mean charge $+1$, the shares of $V^0$, $V^+$ and $V^{2+}$ are 0.32, 0.36 and 0.32, and $V^+$ leads although its energy is never the lowest. For $U=-0.04$ eV they are 0.34, 0.32 and 0.34, and it no longer leads. By (\ref{eq:f}) the share of $V^+$ stays below one half for every $U<0$, but $V^+$ is prevented from being the most common charge state at any Fermi level only if $U$ lies at or below the limit (\ref{eq:limit}).

\section{Amorphous films: one site at a time}

In an amorphous oxide the surroundings differ from vacancy to vacancy, and so do $A_0$, $A_1$ and $A_2$. The comparison of charge states was made for one vacancy and holds for each site with its own levels. It does not carry over to averaged levels, as two sites that differ only in $\lambda$ show:

\begin{center}
\begin{tabular}{lccc}
 & $\varepsilon_{21}$ (eV) & $\varepsilon_{10}$ (eV) & $U$ (eV)\\
$\lambda=1.4$ eV & 1.4 & 0.8 & $-0.6$\\
$\lambda=0.6$ eV & 1.8 & 2.0 & $+0.2$\\
mean & 1.6 & 1.4 & $-0.2$
\end{tabular}
\end{center}

The mean levels are inverted, yet the second site has a stable $V^+$ for $E_F$ between 1.8 and 2.0 eV. In that range the first site is neutral, since its two-electron level is $(1.4+0.8)/2=1.1$ eV. An inverted average shows that the mean $U$ is negative, and therefore that some sites have $U<0$. To exclude $V^+$ from the whole film at zero temperature for an unrestricted Fermi level, $U<0$ is needed at every site. If $E_F$ is confined to the gap, a site with $U>0$ also shows no stable $V^+$ when its window lies outside the gap.

The reaction energy (\ref{eq:disp}) also changes when the two vacancies differ. If site $a$ gives its electron to site $b$, the energy change is
\begin{equation}
\Delta E=\left(F_2^a-F_1^a\right)+\left(F_0^b-F_1^b\right)
=\varepsilon_{10}^b-\varepsilon_{21}^a ,
\end{equation}
by (\ref{eq:c2}) and (\ref{eq:c0}), the Fermi level cancelling again. With $a$ the second site and $b$ the first, this is $0.8-1.8=-1.0$ eV. A vacancy with positive $U$ can thus lose its electron to a neighbour with a deep second level. The energy released then measures the difference between the sites as well as their $U$.

All these results treat the vacancies as far enough apart for their energies to add. Where they interact, the energy of a pair is no longer a sum of two formation energies, and (\ref{eq:disp}) needs a further term, the interaction energy of the final pair minus that of the initial pair. For point charges at distance $r$ in a medium of dielectric constant $\epsilon_r$, without screening by free carriers, this term is $-e^2/(4\pi\epsilon_0\epsilon_r r)$, since the product of the charges falls from 1 to 0. With $\epsilon_r=10$ it is $-0.14$ eV at 1 nm and $-0.03$ eV at 4.6 nm, the mean spacing at $10^{19}$ cm$^{-3}$. The latter is already comparable with the limit (\ref{eq:limit}) at 300 K.

\section*{Computed results}
\begin{verbatim}
Gap 3.00 eV, e0 2.10 eV, U_el 0.80 eV
lambda 1.20 eV, quantum 0.050 eV, A_2 0.50 eV
A_1 = 2.0000 eV, A_0 = 3.1000 eV
Relaxed coordinate x for n=0,1,2 (dimensionless): 0.000 1.000 2.000
Relaxed level (2+/+) = 1.5000 eV
Relaxed level (+/0)  = 1.1000 eV
Relaxed level (2+/0) = 1.3000 eV
Effective U = -0.4000 eV = -0.01470 hartree
Smallest excess of V+ over the stable state = 0.2000 eV
Vertical levels at the V+ geometry: (2+/+) 0.9000 eV, (+/0) 1.7000 eV
E_F 0.50 eV: F(V0) 3.100, F(V+) 2.500, F(V2+) 1.500 eV
E_F 1.30 eV: F(V0) 3.100, F(V+) 3.300, F(V2+) 3.100 eV
E_F 2.50 eV: F(V0) 3.100, F(V+) 4.500, F(V2+) 5.500 eV
lambda 0.00 eV: U = +0.8000 eV
lambda 0.40 eV: U = +0.4000 eV
lambda 0.80 eV: U = -0.0000 eV
lambda 1.20 eV: U = -0.4000 eV
T 300 K: kT 0.02585 eV, N+^2/(N0 N2+) 7.627e-07, largest V+ share 4.365e-04
T 600 K: kT 0.05170 eV, N+^2/(N0 N2+) 1.747e-03, largest V+ share 2.047e-02
Limit -2kT ln2 at 300 K = -0.03584 eV
U -0.0300 eV, 300 K, mean charge +1: shares V0 0.3206, V+ 0.3589, V2+ 0.3206; V+ can lead: True
U -0.0400 eV, 300 K, mean charge +1: shares V0 0.3422, V+ 0.3157, V2+ 0.3422; V+ can lead: False
Site lambda 1.40 eV: (2+/+) 1.400 eV, (+/0) 0.800 eV, U -0.600 eV, stable V+: False
Site lambda 0.60 eV: (2+/+) 1.800 eV, (+/0) 2.000 eV, U +0.200 eV, stable V+: True
Two-site mean levels: (2+/+) 1.600 eV, (+/0) 1.400 eV
\end{verbatim}
